# The Slow Advance of the Trap-Filling Front into the Debye Tail, part 1

(Sections cited here and not found follow in the second part.)

## First half: the electron tail and the position of the front

### A case that can be seen through

Suppose that the electron density at the edge of a depletion region falls off as a fixed Gaussian,

$$n(s)=N\exp\left(-\frac{s^2}{2L^2}\right),$$

where $s$ is the distance from the edge into the depleted side, $N$ is the density in the neutral bulk and $L$ is a length. Empty traps sit everywhere. Each captures an electron at the rate $cn(s)$, with $c$ a constant, and none is given back. The probability that a trap is still empty after a time $t$ is $\exp[-cn(s)t]$, because the empty fraction decays at the constant rate $cn(s)$. Half the traps at $s$ are filled when this probability is one half, which means $cn(s)t=\ln 2$. Inserting the Gaussian and taking the logarithm gives

$$\frac{s^2}{2L^2}=\ln\frac{cNt}{\ln 2},\qquad s=L\sqrt{2\ln\frac{cNt}{\ln 2}} .$$

Traps near the edge see many electrons and fill early. Traps further in see few and fill late. A pulse ten times longer fills traps where the density is ten times smaller, and in a Gaussian tail that point is not far away: $s^2$ grows by $2L^2\ln 10$, whatever the value of $t$. This is the square root of a logarithm.

Three things were assumed in this case. The tail was taken to be exactly Gaussian, its edge was not defined, and emission was left out. The first two are settled in this half. They leave the law standing, with the logarithm reduced by one. Emission, treated in the second half, brings the front to a stop.

### Setting and assumptions

The algebra is in atomic units: the elementary charge, the electron mass, $\hbar$ and $4\pi\epsilon_0$ are all one. Exponentials are written $\exp$, since the letter $e$ will denote an emission rate. Let $x$ be the depth below the surface of an n-type semiconductor of relative permittivity $\varepsilon$, with the neutral bulk at $x\to\infty$. The upward bending of the bands, measured from the bulk and divided by $kT$, is $u(x)$. It has the value $u_s>0$ at the surface and vanishes in the bulk. The Debye length $L$ is defined by

$$L^2=\frac{\varepsilon kT}{4\pi N}.$$

The assumptions are these.

**A1.** The donors have uniform density $N$ and are fully ionised. Holes are negligible, and so is the charge on the traps, whose density $N_T$ is much smaller than $N$.

**A2.** During the pulse the electrons are non-degenerate and their quasi-Fermi level is flat through the edge region. Raising the band by $kTu$ then lowers the density by a Boltzmann factor, $n=N\exp(-u)$. A pulse to zero bias is the cleanest case, since the junction is then in equilibrium apart from the traps.

**A3.** The electron profile is in place as soon as the pulse begins, stays constant during it, and is removed abruptly at its end.

**A4.** The traps are uniform, have a single level that holds one electron, and exchange electrons with the conduction band alone. The capture coefficient $c$ and emission rate $e$ do not depend on position. A preceding reverse bias has emptied all traps in the region that the front will cross.

### Lemma 1: the field at a given band bending

**Lemma 1.** Under A1 and A2,

$$L\frac{du}{dx}=-\sqrt{2\left[u-1+\exp(-u)\right]} .$$

*Proof.* The electrostatic potential $\phi$ obeys Poisson's equation $\phi''=-4\pi\rho/\varepsilon$, with charge density $\rho=N-n$. An electron has charge $-1$, so its potential energy is $-\phi=kTu$, with $\phi=0$ in the bulk. The two minus signs cancel:

$$kT\,u''=\frac{4\pi}{\varepsilon}(N-n),\qquad L^2u''=1-\exp(-u).$$

Multiply by $2u'$. The left side becomes $(L^2u'^2)'$, and the right side becomes

$$2u'-2u'\exp(-u)=\left[2u+2\exp(-u)\right]' .$$

Hence $L^2u'^2=2u+2\exp(-u)+C$. In the bulk $u$ and $u'$ vanish, which gives $0=2+C$ and $C=-2$.

The function $u-1+\exp(-u)$ is zero at $u=0$ and has the derivative $1-\exp(-u)$, positive for $u>0$. It is therefore positive for all $u>0$, so $u'$ cannot vanish there and keeps one sign. Since $u$ goes from $u_s>0$ to zero as $x$ grows, that sign is negative. $\square$

### Lemma 2: the tail and its edge

Define the corrected edge $W$ and the distance $s$ from it towards the surface by

$$W=L\sqrt{2(u_s-1)},\qquad s=W-x .$$

**Lemma 2.** For $1<u<u_s$ the band bending $u$ is reached at

$$s(u)=L\sqrt{2(u-1)}+\delta(u),\qquad 0<\delta(u)<\frac{L\exp(-u)}{2\sqrt2\,(u-1)^{3/2}} .$$

Deep in the tail, where $\delta$ is negligible, this means

$$u=1+\frac{s^2}{2L^2},\qquad n=N\exp\left(-1-\frac{s^2}{2L^2}\right).$$

*Proof.* By Lemma 1, $dx=-L\,du/\sqrt{2[u-1+\exp(-u)]}$. Integrating from the surface, where $x=0$ and $u=u_s$, and exchanging the limits to absorb the minus sign, one finds

$$x(u)=\frac{L}{\sqrt2}\int_u^{u_s}\frac{dv}{\sqrt{v-1+\exp(-v)}} .$$

If the exponential is dropped, the integral is elementary:

$$\frac{L}{\sqrt2}\int_u^{u_s}\frac{dv}{\sqrt{v-1}}=\sqrt2\,L\left[\sqrt{u_s-1}-\sqrt{u-1}\right]=W-L\sqrt{2(u-1)} .$$

The true integrand is smaller than this one, so the true $x$ is smaller and $s=W-x$ is larger, by

$$\delta(u)=\frac{L}{\sqrt2}\int_u^{u_s}\left[\frac{1}{\sqrt{v-1}}-\frac{1}{\sqrt{v-1+\exp(-v)}}\right]dv>0 .$$

For the upper bound, note that $g(a)=a^{-1/2}$ is convex and so lies above its tangents. For $a,b>0$ this gives $g(a+b)>g(a)+b\,g'(a)$, or $g(a)-g(a+b)<b/(2a^{3/2})$. With $a=v-1$ and $b=\exp(-v)$,

$$\delta(u)<\frac{L}{2\sqrt2}\int_u^{\infty}\frac{\exp(-v)}{(v-1)^{3/2}}dv<\frac{L}{2\sqrt2\,(u-1)^{3/2}}\int_u^\infty\exp(-v)\,dv .$$

The last step replaces $(v-1)^{-3/2}$ by its largest value, at $v=u$. The remaining integral is $\exp(-u)$. Squaring $s=L\sqrt{2(u-1)}$ gives the form of $u$ stated for the deep tail. $\square$

**Remark: where the one comes from.** The net charge per unit area is

$$\int_0^\infty(N-n)\,dx=NL^2\int_0^\infty u''\,dx=NL^2|u'(0)| .$$

By Lemma 1 this equals $NW$ when $\exp(-u_s)$ is neglected. So $W$ is the width of a sharp-edged box of bare donors that holds the same net charge. The first moment of the charge follows by partial integration:

$$\int_0^\infty x(N-n)\,dx=NL^2\int_0^\infty xu''\,dx=-NL^2\int_0^\infty u'\,dx=NL^2u_s=N\left(\frac{W^2}{2}+L^2\right).$$

The boundary term $xu'$ vanishes at both ends. The sharp box would have the moment $NW^2/2$. The smooth edge has the same charge but a moment larger by $NL^2$, and this excess raises the band bending by one unit of $kT$. The one in $u=1+s^2/2L^2$ is thus the contribution of the mobile electrons that smear the edge.

### Lemma 3: occupation after a pulse

**Lemma 3.** Under A3 and A4, a trap at a point of electron density $n$ is filled after the time $t$ with probability

$$f=\frac{cn}{cn+e}\left\{1-\exp\left[-(cn+e)t\right]\right\}.$$

*Proof.* Empty traps capture at the rate $cn$ and filled ones emit at the rate $e$, so

$$\frac{df}{dt}=cn(1-f)-ef=cn-(cn+e)f .$$

The right side vanishes at $f_\infty=cn/(cn+e)$. Written for the deviation, the equation is $d(f-f_\infty)/dt=-(cn+e)(f-f_\infty)$. Since $f(0)=0$, the deviation starts at $-f_\infty$ and decays exponentially, $f-f_\infty=-f_\infty\exp[-(cn+e)t]$. $\square$

With $e=0$ this reduces to $f=1-\exp(-cnt)$.

### The theorem

**Theorem.** Let A1 to A4 hold with $e=0$, and let

$$u_f=\ln\frac{cNt}{\ln2}$$

lie between $1$ and $u_s$. Then the traps are half filled at

$$s_f(t)=L\sqrt{2\left[\ln\frac{cNt}{\ln 2}-1\right]}+\delta(u_f),$$

with $\delta$ positive and bounded as in Lemma 2. For a non-zero emission rate with $et\ll1$ the position changes by a small amount of first order in $et$.

*Proof.* By Lemma 3 with $e=0$, half filling requires $\exp(-cnt)=1/2$, that is $cnt=\ln2$. By A2 this reads $cNt\exp(-u)=\ln2$, so the front sits at the band bending $u=u_f$. Lemma 2 turns this into a distance.

When $e$ is not zero, $f$ in Lemma 3 is a smooth function of $cnt$ and $et$, and at fixed $et$ it rises with $cnt$ at a non-zero slope near half filling. A small $et$ therefore shifts the solution of $f=1/2$ by an amount proportional to $et$. The coefficient is found in the second half. $\square$

### What the law says

Neglect $\delta$ and collect the constants into one time:

$$s_f=L\sqrt{2\ln\frac{t}{\tau}},\qquad \tau=\frac{\exp(1)\ln2}{cN} .$$

The logarithm of $t/\tau$ is $\ln(cNt/\ln2)-1$, as required. Thus $s_f^2$ is a straight line in $\ln t$ with slope $2L^2$, which contains neither $c$ nor the trap density. The capture coefficient sets where the line begins.

Differentiating $s_f^2=2L^2\ln(t/\tau)$ gives $2s_f\,ds_f=2L^2\,d\ln t$, so

$$\frac{ds_f}{d\ln t}=\frac{L^2}{s_f},\qquad \frac{ds_f}{dt}=\frac{L^2}{s_ft} .$$

The length $L^2/s_f$ is the local decay length of the electron density, since $d\ln n/ds=-s/L^2$ in the tail. Two effects slow the front. The density it needs falls as $1/t$, so equal steps require equal factors of time. The tail also becomes steeper further in, because more bare donor charge lies behind each point and the field is larger. A tail of constant decay length would show the first effect alone, and its front would advance as $\ln t$.

The law fails at short times. As $t$ approaches $\tau$, $u_f$ approaches one and the bound on $\delta$ diverges. The front is then in the rounded shoulder of the electron profile, where the exact integral in the proof of Lemma 2 must be used. At the other end, $u_f$ must stay below $u_s$, or there is no depleted material left to fill.

### Numbers for a silicon junction

Take silicon with $\varepsilon=11.7$ and $N=10^{15}\ \mathrm{cm^{-3}}$, at $200$ K, where $kT=0.01723$ eV. To evaluate $L$ the squared unit charge must be restored; it is $1.44$ eV nm. With $N=10^{-6}\ \mathrm{nm^{-3}}$,

$$L^2=\frac{11.7\times0.01723}{4\pi\times10^{-6}\times1.44}\ \mathrm{nm^2}\approx1.114\times10^4\ \mathrm{nm^2},\qquad L\approx105.6\ \mathrm{nm}.$$

A capture cross-section of $10^{-15}\ \mathrm{cm^2}$ and a mean thermal speed of $1.55\times10^7$ cm/s give $c=1.55\times10^{-8}\ \mathrm{cm^3/s}$ and $cN=1.55\times10^7\ \mathrm{s^{-1}}$. Hence $\tau=2.718\times0.693/(1.55\times10^7\ \mathrm{s^{-1}})\approx0.12$ μs. The surface bending during the pulse is $0.60$ eV, so $u_s=34.8$ and $W=105.6\sqrt{2\times33.8}\approx868$ nm.

For a pulse of $1$ ms, $u_f=\ln(1.55\times10^4/0.693)=10.0$, and

$$s_f=105.6\sqrt{2\times9.015}\ \mathrm{nm}\approx448\ \mathrm{nm},$$

or about 4480 angstrom. Other pulses, with all else fixed, give the following.

| Pulse | $u_f$ | $s_f$, law (nm) | $s_f$, numerical (nm) |
|---|---|---|---|
| 1 μs | 3.11 | 216.7 | 217.1 |
| 10 μs | 5.41 | 313.5 | 313.5 |
| 100 μs | 7.71 | 386.8 | 386.8 |
| 1 ms | 10.02 | 448.2 | 448.2 |
| 10 ms | 12.32 | 502.2 | 502.1 |

The numerical column comes from integrating the second-order Poisson equation and the rate equations, with emission at $1.06\ \mathrm{s^{-1}}$ included, and locating half filling in the result. The tenths of a nanometre serve to compare the two columns; the inputs do not justify such precision for a real diode. Before rounding, the law at 1 μs is low by about $0.3$ nm, within the bound of Lemma 2, which is about $0.5$ nm there.

Successive decades add 97, 73, 61 and 54 nm. The first of these follows from the constant growth of $s_f^2$: the increment is $2L^2\ln10/(216.7+313.5)$, with $2L^2=22\,287\ \mathrm{nm^2}$, or $96.8$ nm. As a test of the slope, the numerical fronts at 10 μs and 1 ms give $22\,282\ \mathrm{nm^2}$ for the rise of $s_f^2$ per unit of $\ln t$.

The offset matters for absolute depth. If the ones are dropped throughout, so that the edge is $L\sqrt{2u_s}$ and the front lies $L\sqrt{2u_f}$ inside it, the 1 ms front comes out at a depth of 408 nm. The corrected law and the numerical solution both give 420 nm.

## Second half: front shape, emission and the measured signal

### Symbols and results carried over

The doping is $N$, the Debye length $L$, the capture coefficient $c$, the emission rate $e$ and the pulse duration $t$. The band bending $u$ is in units of $kT$, and $n=N\exp(-u)$. Distance $s$ is measured towards the surface from the corrected edge $W=L\sqrt{2(u_s-1)}$, so the depth is $x=W-s$. Up to an exponentially small term,

$$s(u)=L\sqrt{2(u-1)},\qquad \frac{ds}{du}=\frac{L^2}{s} .$$

The occupation is $f=1-\exp(-cnt)$ when emission is negligible, and the half-filled front lies at $u_f=\ln(cNt/\ln2)$. The full expression for $f$ is that of Lemma 3. Atomic units are used in the algebra.

### Proposition 1: without emission, the front sharpens as it slows

**Proposition 1.** For negligible emission, occupation $p$ is found at

$$u_p=\ln\frac{cNt}{-\ln(1-p)} .$$

The distance between 90% and 10% occupation is constant in $u$ and decreases with $t$ in space.

*Proof.* Setting $1-\exp(-cnt)=p$ gives $cNt\exp(-u_p)=-\ln(1-p)$, which is the stated $u_p$. Subtracting the values for $p=0.9$ and $p=0.1$ removes $cNt$:

$$u_{0.1}-u_{0.9}=\ln\frac{\ln10}{-\ln0.9}=\ln\frac{2.303}{0.1054}\approx3.08 .$$

In space, $s^2=2L^2(u-1)$ gives $s_{0.1}^2-s_{0.9}^2=2L^2(u_{0.1}-u_{0.9})$. Dividing by the sum of the two distances,

$$s_{0.1}-s_{0.9}=\frac{2L^2(u_{0.1}-u_{0.9})}{s_{0.1}+s_{0.9}} .$$

The numerator is constant and both terms of the denominator grow with $t$. $\square$

In the silicon example the width falls from 87 nm after 100 μs to 76 nm after 1 ms. The numerically integrated occupations give the same two values to within $0.1$ nm. The front is never a step: after 1 ms its width is about a sixth of its distance from the edge. The position therefore has to be defined, and half filling is one choice among several.

### Proposition 2: the front that counts filled traps

A measurement that adds up trapped charge responds to the number of filled traps. Let $s_A$ be the position of a sharp front that encloses the same number of filled traps as the smooth one.

**Proposition 2.** For negligible emission and $cNt\gg1$, with the front well short of the surface,

$$s_A\approx L\sqrt{2(\bar u-1)}-\frac{\pi^2L}{24\sqrt2\,(\bar u-1)^{3/2}},\qquad \bar u=\ln(cNt)+\gamma,$$

where $\gamma\approx0.577$ is Euler's constant.

*Proof.* Choose a point $s_b$ on the bulk side, where $f=1$, and let $f$ be zero at the surface. Equality of the filled numbers means $s_A-s_b=\int_{s_b}f\,ds$. Partial integration gives

$$\int_{s_b}f\,ds=\left[sf\right]_{s_b}-\int s\,df=-s_b-\int s\,df,$$

so $s_A=-\int s\,df$. This is the average of $s(u)$ with the weight $-df/du$. Put $y=cNt\exp(-u)$. Then $f=1-\exp(-y)$ and $u=\ln(cNt)-\ln y$, and the weight becomes $\exp(-y)\,dy$ on $0<y<\infty$; the upper limit may be extended to infinity because $cNt\gg1$.

The mean and variance of $\ln y$ are needed. They follow from

$$\int_0^\infty y^z\exp(-y)\,dy=\Gamma(1+z),$$

because $y^z=\exp(z\ln y)$: the first and second derivatives of $\ln\Gamma(1+z)$ at $z=0$ are the mean and the variance. Euler's limit for the gamma function gives

$$\ln\Gamma(1+z)=\lim_{m\to\infty}\left[z\ln m-\sum_{k=1}^m\ln\left(1+\frac zk\right)\right].$$

At $z=0$ the first derivative is $\lim(\ln m-\sum_{k=1}^m1/k)=-\gamma$ and the second is $\sum1/k^2=\pi^2/6$. Since $u$ contains $-\ln y$, its mean is $\bar u=\ln(cNt)+\gamma$ and its variance is $\pi^2/6$.

Expand $s(u)$ about $\bar u$ to second order. The linear term averages to zero, leaving $s_A\approx s(\bar u)+\tfrac12s''(\bar u)\,\pi^2/6$. Differentiating $s=\sqrt2L(u-1)^{1/2}$ twice gives

$$s''=-\frac{L}{2\sqrt2\,(u-1)^{3/2}} .$$

Multiplication by $\pi^2/12$ yields the second term of the proposition. $\square$

After 1 ms, $\bar u=\ln(1.55\times10^4)+0.577\approx10.23$. The first term is about 453 nm and the second about $-1$ nm, so $s_A\approx452$ nm. Summing the numerical occupation over the grid also gives 452 nm. The half-filled front is at 448 nm. For long pulses the difference amounts to another constant inside the logarithm. The second term of the proposition also changes the slope of $s_A^2$ against $\ln t$ slightly, by an amount that fades as $t$ grows.

Without emission, the half-filled front advances as the square root of a logarithm of the pulse length, and it sharpens as it slows. It remains to include emission, which stops the front, and to find the capacitance signal and the sizes of the neglected effects.

Numbers in the example were calculated in double precision.
